# Two delta wells: Lambert solution, level splitting and lost odd state

## Two levels at 1.2 bohr, one at 1.0 bohr

Two identical attractive centres on a line, each able to bind an electron at −0.5 hartree by itself, have two bound levels when they stand 1.2 bohr apart: −0.755 and −0.049 hartree. At 1.0 bohr just one is left, at −0.817 hartree. Attraction has not been removed, yet a bound state has gone. At 8 bohr there are again two levels, separated by only 0.00067 hartree.

The model behind these numbers has zero-range wells at \(x=\pm R/2\), with \(R>0\). In Hartree atomic units,

\[
H=-\frac12\frac{d^2}{dx^2}-\delta\!\left(x+\frac R2\right)-\delta\!\left(x-\frac R2\right).
\]

Each well has strength 1 hartree bohr. Lengths are in bohr and decay constants in inverse bohr. There is one electron, no spin-dependent force, and no repulsion between the centres.

## Start with one well

Take a single well of strength \(g\) at the origin:

\[
-\frac12\psi''-g\,\delta(x)\psi=E\psi .
\]

The wave function is continuous. Integrate the equation from \(-\epsilon\) to \(+\epsilon\) and let \(\epsilon\to0\). The right side vanishes because \(\psi\) is finite, which leaves

\[
-\frac12\left[\psi'(0^+)-\psi'(0^-)\right]-g\psi(0)=0,
\]
\[
\psi'(0^+)-\psi'(0^-)=-2g\,\psi(0).
\]

The well therefore bends the wave function towards the axis by a fixed amount per unit amplitude.

Away from the well, write \(E=-\kappa^2/2\) with \(\kappa>0\), so that \(\psi''=\kappa^2\psi\). The continuous solution that decays on both sides is \(\psi=Ae^{-\kappa|x|}\). Its slope changes from \(+\kappa A\) to \(-\kappa A\), a jump of \(-2\kappa A\). Equating this to \(-2gA\) gives

\[
\kappa=g,\qquad E=-\frac{g^2}{2}.
\]

For \(g=1\) this is the level at −0.5 hartree. For \(g=2\) it is −2 hartree. These are the two limits that the double well must reproduce: wells far apart, and wells on top of each other.

## Add the second well

First, no bound state can have \(E\ge0\). Outside the wells, a solution with \(E>0\) oscillates without decay, and one with \(E=0\) is a straight line. Neither is normalizable unless it is zero there. But if \(\psi\) is zero outside, continuity makes it zero at the wells, the slope jump is then zero too, and \(\psi\) vanishes everywhere. So \(E=-\kappa^2/2\) with \(\kappa>0\) covers all bound states.

At each well \(a=\pm R/2\) the jump condition is \(\psi'(a^+)-\psi'(a^-)=-2\psi(a)\). Consider the function

\[
\phi(x)=\frac1\kappa\sum_{a=\pm R/2}e^{-\kappa|x-a|}\,\psi(a).
\]

Each term obeys \(u''=\kappa^2u\) away from its own centre, and there its slope jumps by \(-2\kappa\,\psi(a)/\kappa=-2\psi(a)\). Thus \(\phi\) has the same jumps as \(\psi\). The difference \(\psi-\phi\) has none, so it obeys \(u''=\kappa^2u\) on the whole line and is a combination of \(e^{\kappa x}\) and \(e^{-\kappa x}\). It must also decay at both ends, so it is zero, and \(\psi=\phi\).

Now set \(x\) equal to each well position. With \(c_L=\psi(-R/2)\), \(c_R=\psi(R/2)\) and \(q=e^{-\kappa R}\),

\[
\kappa c_L=c_L+q\,c_R,\qquad \kappa c_R=q\,c_L+c_R .
\]

Adding and subtracting these equations gives

\[
(\kappa-1-q)(c_L+c_R)=0,
\]
\[
(\kappa-1+q)(c_L-c_R)=0.
\]

The two brackets cannot vanish together, since \(q>0\). The two amplitudes cannot both be zero either, because \(\psi\) would then vanish. Hence either \(c_L=c_R\) or \(c_L=-c_R\), with

\[
\boxed{\kappa=1+s\,e^{-\kappa R}},\qquad s=+1\ \text{(even)},\quad s=-1\ \text{(odd)},
\]
\[
\psi_s(x)\propto e^{-\kappa|x+R/2|}+s\,e^{-\kappa|x-R/2|}.
\]

Conversely, each positive root gives a nonzero, normalizable function that satisfies both jump conditions.

**Limit of distant wells.** As \(R\to\infty\) at fixed \(\kappa>0\), \(q\to0\) and both equations reduce to \(\kappa=1\), the single-well result.

**Limit of merging wells.** In the even case \(\kappa\le2\), so \(\kappa R\to0\) as \(R\to0\), and the equation gives \(\kappa\to2\). This is one well of double strength. To first order in \(R\),

\[
\kappa_+=1+e^{-\kappa_+R}\simeq1+(1-2R)=2-2R .
\]

At \(R=10^{-6}\) bohr the Lambert solution derived below gives 1.999998 per bohr, as this expansion requires. The odd state has no such limit: as the next section shows, it is no longer bound once \(R\le1\).

## Count the states before solving

For the even state define \(f(\kappa)=\kappa-1-e^{-\kappa R}\). Its derivative \(1+Re^{-\kappa R}\) is positive, while

\[
f(1)=-e^{-R}<0,\qquad f(2)=1-e^{-2R}>0 .
\]

There is one even bound state for every \(R>0\), with \(1<\kappa_+<2\).

For the odd state define \(h(\kappa)=1-e^{-\kappa R}-\kappa\). This function is zero at \(\kappa=0\), but that root is not a state: the two exponentials then cancel everywhere. Positive roots are needed.

- If \(R\le1\), use \(1-e^{-t}<t\) for \(t>0\). Then \(h(\kappa)<\kappa R-\kappa\le0\), and there is no positive root.
- If \(R>1\), then \(h'(0)=R-1>0\), so \(h\) first rises above zero. Since \(h(1)=-e^{-R}<0\), it crosses zero between 0 and 1. Because \(h''=-R^2e^{-\kappa R}<0\), the curve is strictly concave and cannot have a second positive zero in addition to the one at the origin.

The odd bound state therefore exists if and only if \(R>1\).

### Why the node costs a bound state

Between the wells the odd function is proportional to \(\sinh\kappa x\). Just inside the right well its slope divided by its value is \(\kappa\coth(\kappa R/2)\); just outside, the ratio is \(-\kappa\). The jump condition becomes

\[
\kappa+\kappa\coth\frac{\kappa R}{2}=2 .
\]

For \(z>0\), \(z\coth z>1\), so the second term on the left exceeds \(2/R\). This is the cost of the node: the function must climb from zero at the midpoint to its value at the well within a distance \(R/2\). The well can change the relative slope by 2 and no more. If \(2/R\ge2\), nothing remains to turn the function downwards outside, and it cannot decay. The even function has no node to climb from and escapes this condition.

At \(R=1\) the limiting solution has \(E=0\). It is \(\psi=x\) between the wells and constant outside. At the right well its slope drops from 1 to 0, while the jump condition demands a drop of \(2\psi(R/2)=R\). The two agree for \(R=1\). This function does not decay, so it is a threshold solution and not a bound state.

### A numerical test in a box

A grid calculation in a finite box, which does not use the root equations, can test the count if the walls are chosen with care. With zero-slope walls, the box has at least as many negative levels as the infinite line. To see this, cut the bound functions of the line off at the walls. The discarded outer parts carry only kinetic energy, which is not negative, so the energy expression of what remains inside is still negative. A positive second level in such a box thus rules out a second bound state, up to grid error.

With hard walls the argument runs the other way. Functions that vanish at the walls can be continued by zero onto the line, so a negative second level in the box proves that the line has a second bound state, again up to grid error.

For a half-width of 40 bohr, the second level is \(+5.2\times10^{-4}\) hartree at \(R=0.95\) bohr with zero-slope walls, and \(-4.4\times10^{-3}\) hartree at \(R=1.05\) bohr with hard walls. At \(R=1\) bohr with zero-slope walls it is zero to rounding, because the threshold solution is flat outside the wells and fits those walls.

## Solve with Lambert's function

The unknown stands both outside and inside an exponential. Lambert's function \(W(u)\) is defined for this situation by \(W(u)e^{W(u)}=u\). Put

\[
y=(\kappa-1)R,\qquad\text{so that}\qquad \kappa R=R+y .
\]

Multiply \(\kappa-1=s\,e^{-\kappa R}\) by \(R\) and insert this:

\[
y=sRe^{-R}e^{-y}\quad\Longrightarrow\quad ye^y=sRe^{-R}.
\]

Thus \(y\) is a value of \(W(sRe^{-R})\), and \(\kappa=1+y/R\). It remains to choose the branch.

The derivative of \(ye^y\) is \((1+y)e^y\). The function falls for \(y<-1\), has its minimum \(-1/e\) at \(y=-1\), and rises for \(y>-1\). The principal branch \(W_0\) returns values \(y\ge-1\). For arguments between \(-1/e\) and 0 there is a second real branch, \(W_{-1}\), with \(y\le-1\).

In the even case the argument is positive and there is one real value:

\[
\boxed{\kappa_+=1+\frac{W_0(Re^{-R})}{R}}\qquad(R>0).
\]

In the odd case the equation is \(ye^y=-Re^{-R}\), and \(y=-R\) solves it at once. This is the false root \(\kappa=0\). A bound state needs the other solution, and needs it to satisfy \(y>-R\).

- For \(R>1\), the false root \(-R\) is below −1 and lies on \(W_{-1}\). The other solution, on \(W_0\), is above −1 and hence above \(-R\), so \(\kappa>0\).
- For \(R<1\), the false root is above −1 and is itself the value of \(W_0\). The other solution, on \(W_{-1}\), is below −1 and hence below \(-R\), so \(\kappa<0\).
- At \(R=1\), both solutions coincide at \(y=-1\), and \(\kappa=0\).

The odd bound state is therefore

\[
\boxed{\kappa_-=1+\frac{W_0(-Re^{-R})}{R}}\qquad(R>1).
\]

The sign of \(\kappa\) must be checked before it is squared. At \(R=0.5\) bohr the \(W_{-1}\) branch gives \(\kappa=-2.51\) per bohr. Inserted into \(-\kappa^2/2\), this would suggest a level near −3.2 hartree, far below the true even level at −1.09 hartree. The corresponding function satisfies the jump conditions but grows away from the wells, so it is not a bound state.

## Work the case \(R=2\) bohr

The Lambert arguments are \(\pm2e^{-2}=\pm0.270671\). The principal branch gives 0.217715 for the plus sign and −0.406376 for the minus sign. Hence

\[
\kappa_+=1+\frac{0.217715}{2}=1.108858,
\]
\[
\kappa_-=1-\frac{0.406376}{2}=0.796812
\]

in inverse bohr. The energies in hartree are

\[
E_+=-\frac{1.108858^2}{2}=-0.614783,
\]
\[
E_-=-\frac{0.796812^2}{2}=-0.317455 .
\]

The grid calculation gives the same energies to the six decimals shown, and its wave functions agree with the two-exponential forms. The splitting is

\[
\Delta=E_--E_+=0.29733\ \text{hartree}=8.091\ \text{eV}.
\]

Relative to −0.5 hartree, the even level is lowered by 0.115 hartree and the odd level is raised by 0.183 hartree. The levels do not open symmetrically. The simple estimate \(2e^{-R}=0.27067\) hartree is 9.0 percent below the true splitting. The expansion for large separation explains the direction of both deviations.

## Expand for distant wells

Write \(\kappa=1+d\) and \(\varepsilon=e^{-R}\). The root equation becomes

\[
d=s\varepsilon e^{-Rd}
=s\varepsilon\left(1-Rd+\frac{R^2d^2}{2}-\cdots\right).
\]

The leading solution is \(d=s\varepsilon\). The expansion needs \(Rd\) to be small, so the condition is \(Re^{-R}\ll1\), which is stricter at large \(R\) than \(e^{-R}\ll1\).

Insert \(d=s\varepsilon+a\varepsilon^2+b\varepsilon^3\) and use \(s^2=1\). On the right side,

\[
s\varepsilon\left[1-R(s\varepsilon+a\varepsilon^2)+\frac{R^2\varepsilon^2}{2}\right]
=s\varepsilon-R\varepsilon^2+s\left(-Ra+\frac{R^2}{2}\right)\varepsilon^3 .
\]

Comparison of powers gives \(a=-R\), and then \(b=s(R^2+R^2/2)=\tfrac32sR^2\). So

\[
d=s\varepsilon-R\varepsilon^2+\frac32sR^2\varepsilon^3+\cdots .
\]

For the energy, \(E=-(1+d)^2/2=-\tfrac12-d-\tfrac12d^2\), with \(d^2=\varepsilon^2-2sR\varepsilon^3+\cdots\). Collecting terms,

\[
E_s=-\frac12-s\varepsilon+\left(R-\frac12\right)\varepsilon^2
-s\left(\frac32R^2-R\right)\varepsilon^3+\cdots .
\]

The second-order term is the same for both parities. It is positive for \(R>1/2\) and raises both levels, which accounts for the sense of the asymmetry seen at 2 bohr. It cancels in the difference:

\[
\boxed{\Delta=2e^{-R}+(3R^2-2R)e^{-3R}+\cdots}
\]

The splitting \(2e^{-R}\) is thus the leading term for distant wells and not an identity. Dividing the next term by it gives the relative correction

\[
\frac{\Delta}{2e^{-R}}-1\simeq\frac{3R^2-2R}{2}\,e^{-2R}.
\]

The calculated ratios show how the leading law is approached:

| \(R\) (bohr) | \(\Delta\) (hartree) | \(\Delta/(2e^{-R})\) |
|---:|---:|---:|
| 1.2 | 0.70585 | 1.172 |
| 2 | 0.29733 | 1.098 |
| 4 | 0.03688 | 1.0068 |
| 8 | 0.00067 | 1.00001 |

At 4 bohr the correction formula gives \(20e^{-8}=0.0067\), close to the tabulated excess of 0.0068. At 2 bohr the second term raises the estimate from 0.27067 to 0.29050 hartree, and the error relative to the true splitting shrinks from 9.0 to 2.3 percent. Below 1 bohr the expression \(2e^{-R}\) still returns a number, but there is no second bound level for it to describe.

### The same leading term from two localized states

The normalized state of one isolated unit well is \(e^{-|x-a|}\). Let \(\varphi_L\) and \(\varphi_R\) be the states centred on the two wells. Since \(\varphi_R\) already solves the problem of the right well,

\[
H\varphi_R=-\frac12\varphi_R-\delta\!\left(x+\frac R2\right)\varphi_R .
\]

Let \(S\) be the overlap of the two states. The region between the wells contributes \(Re^{-R}\) and the two outer regions together contribute \(e^{-R}\), so \(S=(1+R)e^{-R}\). The matrix elements are

\[
\langle\varphi_L|H|\varphi_R\rangle=-\frac S2-e^{-R},
\]
\[
\langle\varphi_L|H|\varphi_L\rangle=-\frac12-e^{-2R}.
\]

In the combinations \(\varphi_L+s\varphi_R\), the energy is the sum of the diagonal element and \(s\) times the off-diagonal one, divided by \(1+sS\):

\[
E_s^{\text{loc}}=-\frac12-\frac{e^{-2R}+s\,e^{-R}}{1+sS}.
\]

To leading order this is \(-\tfrac12-s\,e^{-R}\). The leading splitting is twice the coupling \(e^{-R}\). This coupling is the well strength times the product of the two localized amplitudes at one well, here \(1\cdot1\cdot e^{-R}\); for wells of strength \(g\) the same product is \(g\cdot\sqrt g\cdot\sqrt g\,e^{-gR}=g^2e^{-gR}\). At second order this estimate gives \(+Re^{-2R}\) instead of \((R-\tfrac12)e^{-2R}\). It lies higher, as it should for trial functions whose decay constant is held at 1.

## Expand near the threshold

The opposite end of the odd branch needs its own expansion, because \(\kappa_-\) is small there. Set \(R=1+\eta\) with small \(\eta>0\), and \(z=\kappa_-R\). Dividing the odd equation \(z/R=1-e^{-z}\) by \(z\) gives

\[
\frac1R=1-\frac z2+\frac{z^2}{6}-\cdots,
\qquad \frac1R=1-\eta+\eta^2-\cdots .
\]

At first order \(z=2\eta\). At second order,

\[
z=2\eta-2\eta^2+\frac{z^2}{3}=2\eta-\frac23\eta^2 .
\]

Dividing by \(R=1+\eta\) subtracts another \(2\eta^2\), so

\[
\kappa_-=2\eta-\frac83\eta^2+\cdots,\qquad
E_-\simeq-2(R-1)^2 .
\]

At \(\eta=10^{-4}\) bohr the formula predicts \(\kappa_-/\eta=1.99973\), the value found numerically. The energy meets zero with zero slope, while the decay length \(1/\kappa_-\simeq1/[2(R-1)]\) grows without limit. The odd state is lost by spreading out: at 1.2 bohr, where \(\kappa_-=0.314\) per bohr, its tail already has a decay length of about 3.2 bohr, well beyond the distance between the wells.

## Restore the strength of the wells

For two wells of strength \(g\), use the scaled coordinate \(X=gx\). The second derivative gains a factor \(g^2\). Each delta function gains a factor \(g\), which multiplies the strength \(g\). Therefore

\[
H=g^2\left[-\frac12\frac{d^2}{dX^2}
-\delta\!\left(X+\frac{gR}{2}\right)-\delta\!\left(X-\frac{gR}{2}\right)\right],
\]
\[
E(g,R)=g^2E(1,gR).
\]

The odd state now requires \(gR>1\), and the leading splitting for distant wells is \(2g^2e^{-gR}\). Since \(1/g\) is the decay length of the single-well state, the condition has a direct reading: the wells must be farther apart than that length. A grid calculation with \(g=2\) and \(R=1\) bohr confirms the scaling, giving four times the energies found for \(g=1\) and \(R=2\) bohr.

These results belong to zero-range wells in one dimension. The model should not be read as a potential curve for a molecule: without repulsion between the centres, the even level keeps falling as they approach, down to −2 hartree for unit wells, and no equilibrium distance appears. The remaining values and checks are in the numerical output below.

## Numbers as computed

```
Example: well distance R = 2.0 bohr, strength g = 1 hartree bohr
Lambert argument R exp(-R), R in bohr: 0.270671
W0(+R exp(-R)) = 0.217715
W0(-R exp(-R)) = -0.406376
kappa even = 1.108858 1/bohr
kappa odd  = 0.796812 1/bohr
E even = -0.614783 hartree; from grid -0.614783 hartree
E odd  = -0.317455 hartree; from grid -0.317455 hartree
Splitting from Lambert = 0.297328 hartree = 8.0907 eV
One-term estimate 2 exp(-R) = 0.270671 hartree
Two-term estimate = 0.290501 hartree
One-term error = -8.97 percent
Two-term error = -2.30 percent
1 - overlap with grid state, even: 5.5e-11
1 - overlap with grid state, odd:  8.1e-11
Table: R in bohr, kappa in 1/bohr, energies in hartree
R    k_even    k_odd     E_even     E_odd      gap        2exp(-R)   gap/2exp(-R)
0.5  1.477670  no odd bound state; E_even = -1.091754
1.0  1.278465  no odd bound state; E_even = -0.817236
1.2  1.228862  0.313698  -0.755051  -0.049203  0.7058480  0.6023884  1.171749
1.5  1.172309  0.582812  -0.687155  -0.169835  0.5173199  0.4462603  1.159233
2.0  1.108858  0.796812  -0.614783  -0.317455  0.2973278  0.2706706  1.098486
4.0  1.017104  0.980173  -0.517251  -0.480369  0.0368816  0.0366313  1.006832
6.0  1.002443  0.997484  -0.502446  -0.497487  0.0049590  0.0049575  1.000295
8.0  1.000335  0.999664  -0.500335  -0.499664  0.0006709  0.0006709  1.000010
Second level in a box of half-width 40 bohr (grid step 0.025 bohr):
R = 0.95 bohr, zero-slope walls: 5.189e-04 hartree
R = 1.00 bohr, zero-slope walls: -1.7e-13 hartree (zero to rounding)
R = 1.05 bohr, hard walls: -4.379e-03 hartree
R = 0.5 bohr, odd equation, W0 branch: |kappa| = 2.2e-16 1/bohr
R = 0.5 bohr, odd equation, W-1 branch: kappa = -2.512862 1/bohr
R = 2.0 bohr, odd equation, W-1 branch: |kappa| = 1.1e-16 1/bohr
kappa_odd/(R-1) at R - 1 = 1e-04 bohr: 1.99973 1/bohr^2
kappa_even at R = 1e-6 bohr: 1.999998 1/bohr
Largest grid-Lambert energy difference: 3.7e-08 hartree
```
